# Field-line ionization integrals and breakdown of a cylindrical junction

## A gap without charge

Take two electrodes a distance $W$ apart with no charge between them, and let electrons and holes ionize equally, with $\alpha=gE^2$ pairs per unit path. When a pair is created, the electron crosses the part of the gap on one side of its birthplace and the hole crosses the other part. Together they cover the whole gap once and create on average $\int\alpha\,dl$ new pairs. The discharge sustains itself when this number is one.

Between flat electrodes the field is uniform, so breakdown occurs at the field $E_c$ given by $gE_c^2W=1$. Now bend the electrodes into concentric cylinders of radii $r_j$ and $r_j+W$, keeping $W$ fixed. The field is $E=E_p r_j/r$, with peak $E_p$ at the inner cylinder, and

$$\int\alpha\,dl=gE_p^2r_j^2\left(\frac1{r_j}-\frac1{r_j+W}\right)=gE_p^2\,\frac{r_jW}{r_j+W}.$$

Setting this to one and using $gW=1/E_c^2$ gives $E_p=E_c\sqrt{1+W/r_j}$. The voltage $V=E_pr_j\ln(1+W/r_j)$ is proportional to $E_p$. Declaring breakdown when the peak reaches $E_c$ therefore gives a voltage too low by the factor $1/\sqrt{1+W/r_j}$, which is one half for $W=3r_j$. Breakdown needs a high field over a distance, and a curved electrode supplies it over a short distance.

A real junction has space charge, unequal coefficients and curved field lines. The inequality survives under conditions that can be stated.

## The field along a line

Let a heavily doped p region meet an n region with uniform donor density $N$ and relative permittivity $\varepsilon$. The depleted n side carries charge density $N$, the rest is neutral, and the p side is treated as an equipotential. The algebra uses atomic units ($e=1$, $4\pi\varepsilon_0=1$), and $K=4\pi N/\varepsilon$.

The field vector points from n to p. Let $\mathbf t$ be the unit tangent of a field line pointing away from the junction, $l$ the arc length from the junction, and $E\ge0$ the field magnitude. The field vector is $-E\mathbf t$, so Gauss's law reads $\nabla\cdot(E\mathbf t)=-K$. Expanding the divergence, with $\mathbf t\cdot\nabla E=dE/dl$,

$$\frac{dE}{dl}=-K-E\,\nabla\cdot\mathbf t .\tag{1}$$

The last term describes the spreading of neighbouring lines. It vanishes in a planar junction, where $E=E_p-Kl$. In a cylinder $\nabla\cdot\mathbf t=1/r$, and (1) becomes $d(rE)/dr=-Kr$. Integrating from $r$ to the depletion edge $r_d$, where $E=0$,

$$E(r)=\frac{K(r_d^2-r^2)}{2r},\qquad r_d^2=r_j^2+\frac{2r_jE_p}{K}.\tag{2}$$

A second integration, from $r_j$ to $r_d$, gives the voltage:

$$V=\frac K2\left[r_d^2\ln\frac{r_d}{r_j}-\frac{r_d^2-r_j^2}{2}\right].\tag{3}$$

To see how an error in the peak field enters the voltage, differentiate (3) with respect to $r_d^2$. Since $\ln r_d=\tfrac12\ln r_d^2$, the bracket gives $\ln(r_d/r_j)+\tfrac12-\tfrac12$. By (2), $d(r_d^2)/dE_p=2r_j/K$. Hence

$$\frac{dV}{dE_p}=r_j\ln\frac{r_d}{r_j}.\tag{4}$$

## The breakdown condition

Consider a thin tube of field lines. Carriers drift along the field, so no current crosses its walls; diffusion is neglected. Let $I_n$ and $I_p$ be the magnitudes of the electron and hole currents through the whole cross-section of the tube. Using total currents removes the changing cross-section from the equations. In steady state $I=I_n+I_p$ is constant along the tube.

Electrons move outward, so their current grows with $l$:

$$\frac{dI_n}{dl}=\alpha_nI_n+\alpha_pI_p=(\alpha_n-\alpha_p)I_n+\alpha_pI .$$

Let the line end at $l=W$, and define $\Phi(l)=\int_l^W(\alpha_n-\alpha_p)\,dl'$. Since $d\Phi/dl=-(\alpha_n-\alpha_p)$, multiplication by $e^{\Phi}$ gives $d(I_ne^{\Phi})/dl=\alpha_pIe^{\Phi}$. Write $D=\Phi(0)$ and let no holes enter at $W$, so that $I_n(W)=I$. Integration over the line gives

$$I(1-A)=I_n(0)e^{D},\qquad A=\int_0^W\alpha_p\,e^{\Phi}\,dl .\tag{5}$$

For $A<1$ the current is a finite multiple of the injected electron current. As $A\to1$ the multiple diverges, which is breakdown.

The hole current obeys $dI_p/dl=(\alpha_n-\alpha_p)I_p-\alpha_nI$. With the factor $e^{-\Psi}$, $\Psi(l)=\int_0^l(\alpha_n-\alpha_p)\,dl'$, the same reasoning gives the condition $B=1$, where $B=\int_0^W\alpha_ne^{-\Psi}dl$. To connect the two, split $\alpha_n=(\alpha_n-\alpha_p)+\alpha_p$. The first part integrates to $1-e^{-D}$. In the second, $\Psi=D-\Phi$, so it equals $e^{-D}A$. Therefore

$$1-B=e^{-D}(1-A),\tag{6}$$

and $A$ and $B$ pass through one together.

## Why the planar critical field is reached too early

Suppose a profile has $A\ge1$ and the coefficients are raised. Raise $\alpha_n$ first, with $\alpha_p$ fixed: $A$ cannot fall, because $\alpha_n$ enters it through a positive exponent. By (6), $B\ge1$ as well. Now raise $\alpha_p$ with $\alpha_n$ fixed: $B$ cannot fall, because $\alpha_p$ enters $-\Psi$ with a positive sign. By (6) again, $A\ge1$. Raising the coefficients never undoes breakdown.

Let $E_c$ be the peak field at which the planar junction of the same doping breaks down, in a drift layer thick enough to contain its depletion region. Along any line that starts with $E(0)\le E_c$ and has $\nabla\cdot\mathbf t\ge0$, equation (1) gives

$$E(l)\le E_c-Kl .\tag{7}$$

The right side is the planar profile at breakdown. In a cylinder with $E_p=E_c$ the inequality is strict for $l>0$. If the coefficients are functions of the local field alone, increase with it, and are the same in both junctions, the cylinder must have $A<1$. Otherwise, passing to the planar profile would raise $\alpha_n$ strictly where $\alpha_p>0$, which raises $A$ strictly, and the planar junction would have $A>1$. By (2) and (4), both the field at every radius and the voltage grow with $E_p$. The true breakdown voltage is thus higher than the one at which the peak equals $E_c$.

An upper bracket follows from a cylinder whose depletion width equals the planar one, $W_c=E_c/K$. Its field is $K(r_d-r)(r_d+r)/(2r)\ge K(r_d-r)$, because $r_d+r\ge2r$. It therefore has $A\ge1$, and the true peak satisfies

$$E_c<E_p\le E_c\left(1+\frac{W_c}{2r_j}\right).\tag{8}$$

The bracket closes as $r_j/W_c\to\infty$, where the rule becomes accurate.

The conditions matter. Around a concave junction the lines converge, $\nabla\cdot\mathbf t<0$, and (7) is lost. It also proves nothing when ionization is stronger along the curved line's direction than along the planar one.

## A junction of one micrometre radius

Take $N=10^{16}\ \mathrm{cm^{-3}}$, $\varepsilon=9.7$ and $r_j=1\ \mathrm{\mu m}$, with $\alpha=a\,e^{-b/E}$. For electrons $a=4\times10^6\ \mathrm{cm^{-1}}$ and $b=18$ MV/cm; for holes $a=5\times10^6\ \mathrm{cm^{-1}}$ and $b=13$ MV/cm. Then $K=0.1865$ MV/cm per µm. A product of 1 MV/cm and 1 µm is 100 V.

Solving $A=1$ for the planar profile gives $E_c=2.316$ MV/cm. The depletion width is $2.316/0.1865=12.42$ µm and the voltage $\tfrac12\times2.316\times12.42\times100\approx1438$ V.

With the cylinder's peak set to $E_c$, equation (2) gives $r_d=\sqrt{1+2\times2.316/0.1865}=5.08$ µm, and (3) gives 276 V. There $A=0.253$. The condition $A=1$ is met at a peak of 3.387 MV/cm, with $r_d=6.11$ µm and $V=460$ V. The rule is 40 % below the true value of this model. Equation (4) accounts for the difference: the peak rises by 107.1 V/µm, the mean of $\ln5.08$ and $\ln6.11$ is 1.72, and their product with $r_j$ is 184 V.

The distance over which ionization is strong can be estimated. From $\alpha=ae^{-b/E}$, the coefficient initially decays with the length $E^2/(b|dE/dl|)$. For holes at $E_c$ this is 2.2 µm in the planar junction, where $|dE/dl|=K$. In the cylinder $|dE/dl|=K+E_c/r_j=2.50$ MV/cm per µm, and the distance is 0.16 µm.

The condition $A=1$ was tested without using (5). Pairs born at $l'$ produce the next generation at $l$ through their electrons if $l'<l$, with rate $\alpha_n(l)$, and through their holes if $l'>l$, with rate $\alpha_p(l)$. On 400 cells this kernel has a largest eigenvalue of 1.0000 at 460 V and 0.091 at 276 V. The second number also shows that $A=0.253$ should not be read as a quarter of the way to breakdown.

With doping and coefficients fixed, the radius controls the error:

| $r_j$ (µm) | rule (V) | true (V) | ratio |
|---:|---:|---:|---:|
| 0.5 | 174 | 334 | 0.52 |
| 1 | 276 | 460 | 0.60 |
| 5 | 663 | 849 | 0.78 |
| 20 | 1059 | 1170 | 0.905 |
| 500 | 1415 | 1422 | 0.995 |

## Tracing lines at a junction edge

At a mask edge a flat junction ends in a quarter cylinder that meets the surface. The lines then bend, and the field must be computed. Let $u$ be the potential of the neutral n region minus the local potential. It equals $V$ on the junction, satisfies $\nabla^2u=K$ where the material is depleted, and vanishes with its gradient at the unknown depletion edge. The surface is taken as a line of symmetry: no field leaves it and it carries no charge.

Use the arc length $s$ along the junction and the distance $n$ normal to it. These coordinates are orthogonal, with stretch $h=1$ over the flat part and $h=1+n/r_j$ over the curved part. Integrating $\nabla^2u=K$ over cell $i$ of area $\Omega_i$ defines the residual

$$R_i=\sum_kG_{ik}(u_i-u_k)+K\Omega_i ,$$

where $G_{ik}$ is the length of the shared face divided by the distance between centres; at the junction $u_k=V$ and the distance is that from the cell's centre to the junction. The discrete problem is $u_i\ge0$, $R_i\ge0$, $u_iR_i=0$. It is solved by active sets:

1. Guess the depleted cells. Solve $R_i=0$ there, with $u_i=0$ elsewhere.
2. Make a depleted cell neutral if $u_i\le0$. Make a neutral cell depleted if $R_i<0$, since more flux then enters it than its charge can end.
3. Repeat until the sets no longer change.

Lines are launched from the curved junction and follow $d\mathbf x/dl=\mathbf t$, with $\mathbf t=-\nabla u/|\nabla u|$, by the fourth-order Runge–Kutta method. The trapezoidal rule gives $A$ on each line, and $V$ is raised until the largest $A$ is one.

The grid has 90 cells in $n$, 18 on the arc and 36 along 20 µm of flat junction. There are 31 lines, with points at $l_k=8(k/160)^2$ µm, $k=0,\dots,160$, so steps are shortest where $\alpha$ is largest.

## Sources of error

**Tracing.** For opposite line charges at $x=\pm1$, the difference of the polar angles seen from the two charges is constant on a field line, which is a circular arc. Over 150 steps of 0.01, on seven lines started 0.3 from the positive charge, this label changed by at most $2.1\times10^{-9}$ rad. That field is smooth. On the grid the field is interpolated linearly. The interpolation error is of second order in the spacing where the field components are smooth, but only of first order at the depletion edge and where the flat part meets the arc, so this figure does not carry over.

**Quadrature.** For an exponential of decay length $\lambda$, the trapezoidal rule with step $h$ has relative error $h^2/(12\lambda^2)$ to leading order. At the 460 V peak $\lambda\approx0.25$ µm for holes. At $l=0.25$ µm the step is 0.018 µm, and the estimate is $4\times10^{-4}$. This gives only the order of magnitude, because the integrand of $A$ is $\alpha_pe^{\Phi}$, which first rises and peaks near $l=0.2$ µm. Applied to the exact profile (2) at 460 V, these points give an $A$ too low by about $5\times10^{-4}$.

**Depletion edge.** Near this edge $u$ grows as $K\delta^2/2$ with distance $\delta$. A misplacement by one cell, about 0.2 µm here, changes $u$ locally by about 0.4 V.

**Field.** Since $\delta\alpha/\alpha=(b/E)\,\delta E/E$, a relative field error is multiplied by $13/3.387=3.8$ in the hole coefficient at the peak. With the flat part removed and $V=460$ V, the grid's peak field differed from (2) by $-0.02$ %, and the mean $A$ lay within 5 % of one. Near breakdown $A$ changes by about 0.0022 per volt, so a tolerance of 5 % in $A$ corresponds to about 23 V. No grid refinement was made for the full edge, so its voltages are established only to about this tolerance, and values on the line that starts where the flat part meets the arc are the least certain.

## Reading the edge result

For the full edge the rule gives 287 V, where the largest $A$ is 0.256. The traced condition gives 487 V, at a peak of 3.37 MV/cm, so the rule is 41 % low. At 487 V the line along the surface is the hottest. The line starting straight down, where the flat part begins, has $A=0.482$, although its initial field of 2.35 MV/cm already exceeds $E_c$. A line launched at 45° has turned 9.4° towards the surface after 3 µm.

For a general edge $\nabla\cdot\mathbf t\ge0$ has not been proved here. On the hottest line at 487 V, the computed field stayed below $E(0)-Kl$ at all points, within an allowance of 0.005 MV/cm. On this grid the concentric formula puts breakdown about 5 % below the edge calculation, a difference comparable to the tolerance to which the grid was checked.

The parameters are rough values in the regime of a 4H silicon carbide power diode, with ionization taken to be the same in all directions. The percentages quoted above depend on these coefficients and change with another set. Dopants there hardly diffuse, so implanted junctions are shallow and 1 µm is a generous radius. Real devices can depart from the model in these ways:

- A sharp mask corner is closer to a sphere. At the same radius the rule gives 135 V and the ionization condition 252 V, so such a corner fails before the straight edge.
- Ionization depends on crystal direction. Lowering both $b$ values by 20 % for the lateral line, with the planar $E_c$ unchanged, reduces 460 V to 343 V. If they are scaled below 0.68, the rule overestimates the breakdown voltage at this radius; at a larger radius a smaller reduction is enough.
- Guard rings, graded terminations and surface charge are left out of the model. Their effects are not sized here and can change where the peak lies.

Some other neglected effects were examined for the concentric case. Lowering both prefactors $a$ by 10 %, as a rough stand-in for a hot device, gives 473 V. A carrier must travel about 15 nm at the peak field to gain an assumed threshold of 4.95 eV, against a mean hole ionization path of 93 nm. The local model ignores this delay, and its effect on the voltage was not computed. The p side takes 3.1 V at an acceptor density of $10^{19}\ \mathrm{cm^{-3}}$, ionization in its thin depleted layer lowers the n-side breakdown voltage by about 2 V, and the built-in potential is below 3.3 V. For a triangular barrier of 3.3 eV and a mass of 0.3 electron masses, the tunnelling probability is about $e^{-66}$.

As a design rule, the planar critical field at the peak gives a lower estimate for an edge whose field lines nowhere converge, if the doping is the same, the drift layer contains the depletion region, the coefficients depend on the local field alone and increase with it, and ionization along the edge's lines is no stronger than in the planar reference at the same field. The last condition is generally not met in 4H silicon carbide wafers of the usual orientation, where avalanche is easier along the surface than along the wafer normal. There the rule can overestimate the breakdown voltage, and the ionization integral must be evaluated with coefficients for the direction of the line. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
doping 1.0e+16 cm^-3, relative permittivity 9.7, junction radius 1.0 um
electrons: a = 4.0e6 /cm, b = 18.0 MV/cm
holes:     a = 5.0e6 /cm, b = 13.0 MV/cm
planar field slope 0.1865 MV/cm per um
planar critical field 2.316 MV/cm
planar depletion width 12.42 um, breakdown 1438 V
cylinder, peak at planar critical field: 275.9 V, r_d 5.08 um
  ionization integral there A = 0.253, B = 0.022, pair gain 0.091
cylinder, true breakdown: 460.4 V, r_d 6.11 um
  peak field there 3.387 MV/cm, pair gain 1.0000
rule is low by 40.1 % of the true value
radius um | rule V | true V | true peak MV/cm | rule/true
     0.5 |   173.9 |   334.4 | 3.846 | 0.520
     1.0 |   275.9 |   460.4 | 3.387 | 0.599
     2.0 |   418.2 |   615.5 | 3.039 | 0.679
     5.0 |   663.4 |   848.7 | 2.716 | 0.782
    20.0 |  1059.1 |  1170.4 | 2.451 | 0.905
   500.0 |  1414.5 |  1422.2 | 2.322 | 0.995
tracer error on circular test lines 2.1e-09 rad
grid peak field minus formula, concentric case -0.02 %
flat + quarter cylinder, rule: 287 V, largest A 0.256
flat + quarter cylinder, true: 487 V
  peak field 3.37 MV/cm, rule low by 41 %
  hottest line starts at 90 deg (90 = surface)
  line from 0 deg: start field 2.35 MV/cm, A = 0.482
  line from 30 deg: start field 3.07 MV/cm, A = 0.863
  line from 60 deg: start field 3.31 MV/cm, A = 0.976
  line from 90 deg: start field 3.37 MV/cm, A = 1.000
  line from 45 deg has turned by 9.4 deg after 3 um (+ = to surface)
spherical corner: rule 135 V, true 252 V
lateral b scaled by 0.8: true cylinder breakdown 343 V
rule stops being safe when b is scaled below 0.679
hot device, a scaled by 0.9: 473 V
dead path 15 nm (threshold 4.95 eV); hole ionization path 93 nm
tunnelling exponent 66 (gap 3.3 eV, mass 0.3 m_e)
p+ side (1e+19 cm^-3) takes 3.1 V; built-in below 3.3 V
```
